# Potential Decay in an Intrinsic Semiconductor Half-Space: a program that tests the result

```python
# Result under test: in an intrinsic semiconductor half-space x > 0,
#     tanh(u/4) = tanh(u_s/4) * exp(-x/L),   L = sqrt(eps*k*T/(2*q^2*n_i)),
# where u = q*psi/(k*T), psi is the potential measured from the neutral bulk,
# u_s is the value of u at the surface, n_i the intrinsic carrier density and
# eps the permittivity. Carriers: n = n_i*exp(u), p = n_i*exp(-u).
# The reference solution is a direct boundary-value solution of Poisson's
# equation in volts and micrometres. Material inputs are rough values for
# high-purity germanium near room temperature.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, quad, simpson
from scipy.optimize import brentq

q, kB, hbar = const.e, const.k, const.hbar
temperature = 300.0            # K
eps_rel = 16.0
ni = 2.0e13 * 1e6              # 1/m^3
psi_s = 0.15                   # V
residual_doping = 1.0e10 * 1e6 # 1/m^3
gap_ev = 0.66                  # eV
activation_gap_ev = 0.78       # eV, gap extrapolated linearly to 0 K
dos_conduction = 1.0e19 * 1e6  # 1/m^3
mass_long, mass_trans = 1.6, 0.08   # valley masses / electron mass
breakdown = 0.1                # MV/cm
thickness_um = 1000.0          # um

eps = eps_rel * const.epsilon_0
vt = kB * temperature / q
us = psi_s / vt
L = np.sqrt(eps * kB * temperature / (2 * q**2 * ni)) * 1e6   # um


def solve_poisson(surface_v, donors):
    """Direct solution; potential measured from the neutral bulk."""
    u_bulk = np.arcsinh(donors / (2 * ni))
    n0, p0 = ni * np.exp(u_bulk), ni * np.exp(-u_bulk)

    def rhs(x, y):
        rho = q * (p0 * np.exp(-y[0] / vt) - n0 * np.exp(y[0] / vt) + donors)
        return np.vstack((y[1], -rho / eps * 1e-12))

    def boundary(ya, yb):
        return np.array([ya[0] - surface_v, yb[0]])

    mesh = np.linspace(0, 14 * L, 2001)
    guess = surface_v * np.exp(-mesh / L)
    result = solve_bvp(rhs, boundary, mesh, np.vstack((guess, -guess / L)),
                       tol=1e-9, max_nodes=100000)
    assert result.success, result.message
    return result.sol


# Main law against the direct solution
profile = solve_poisson(psi_s, 0.0)
x = np.linspace(0, 5 * L, 201)
psi, slope = profile(x)
tanh_direct = np.tanh(psi / (4 * vt))
tanh_law = np.tanh(us / 4) * np.exp(-x / L)
law_error = np.max(np.abs(tanh_direct / tanh_law - 1))
assert law_error < 2e-5
L_measured = -1 / np.polyfit(x, np.log(tanh_direct), 1)[0]
assert abs(L_measured / L - 1) < 1e-5
mirror = solve_poisson(-psi_s, 0.0)(x)[0]
assert np.max(np.abs(mirror + psi)) < 1e-7 * psi_s

# Surface field, charge and half-potential depth
field_direct = -slope[0]                                  # V/um
field_law = 2 * vt / L * np.sinh(us / 2)
assert abs(field_direct / field_law - 1) < 1e-5
x_full = np.linspace(0, 14 * L, 20001)
u_full = profile(x_full)[0] / vt
charge_direct = simpson(-2 * q * ni * np.sinh(u_full), x=x_full * 1e-6)
charge_law = -4 * q * ni * L * 1e-6 * np.sinh(us / 2)     # C/m^2
assert abs(charge_direct / charge_law - 1) < 1e-5
half_direct = brentq(lambda z: profile(z)[0] - psi_s / 2, 0, 3 * L)
half_law = L * np.log(np.tanh(us / 4) / np.tanh(us / 8))
assert abs(half_direct / half_law - 1) < 1e-5
psi_rate_surface = -L * slope[0] / psi[0]
psi_rate_deep = -L * slope[-1] / psi[-1]
assert psi_rate_surface > 2 and abs(psi_rate_deep - 1) < 1e-3


# Tail amplitude and virtual-plane offset by quadrature
def inverse_slope(u):
    return 1 / np.sqrt(2 * (np.cosh(u) - 1))


def tail_amplitude(u_surface, u_tail=1e-3):
    depth = quad(lambda t: np.exp(t) * inverse_slope(np.exp(t)),
                 np.log(u_tail), np.log(u_surface), epsabs=1e-10, limit=200)[0]
    return u_tail * np.exp(depth)


tail_cases = [1.0, us, 20.0]
tail_values = [tail_amplitude(v) for v in tail_cases]
for v, amplitude in zip(tail_cases, tail_values):
    assert abs(amplitude / (4 * np.tanh(v / 4)) - 1) < 1e-6
offset_direct = L * quad(inverse_slope, us, us + 60, epsabs=1e-12)[0]
offset_law = -L * np.log(np.tanh(us / 4))
assert abs(offset_direct / offset_law - 1) < 1e-6
coth_form = -2 * vt * np.log(np.tanh((x + offset_law) / (2 * L)))
assert np.max(np.abs(coth_form / psi - 1)) < 2e-5


# Doping destroys the pure exponential
def doped_rate(phi, donors):
    ub = np.arcsinh(donors / (2 * ni))
    first_integral = 2 * (np.cosh(phi + ub) - np.cosh(ub) - phi * np.sinh(ub))
    return np.sqrt(first_integral) / (2 * np.sinh(phi / 2))


test_doping = 2 * ni
psi_d, slope_d = solve_poisson(psi_s, test_doping)(x)
rate_direct = -L * slope_d / vt / (2 * np.sinh(psi_d / (2 * vt)))
assert np.max(np.abs(rate_direct / doped_rate(psi_d / vt, test_doping) - 1)) < 1e-4
deep_limit = np.sqrt(np.cosh(np.arcsinh(test_doping / (2 * ni))))
assert abs(rate_direct[-1] / deep_limit - 1) < 0.01
assert rate_direct[0] - rate_direct[-1] > 0.1
residual_effect = np.max(np.abs(
    doped_rate(np.linspace(0.05, us, 400), residual_doping) - 1))
assert residual_effect < 1e-3

# Sizes of other neglected effects
n_surface = ni * np.exp(us)
eta = np.log(n_surface / dos_conduction)
fermi_deficit = 2 / np.sqrt(np.pi) * quad(
    lambda e: np.sqrt(e) * np.exp(-e) * np.exp(eta - e) / (1 + np.exp(eta - e)),
    0, 60, epsabs=1e-12)[0]

valley_axis = np.ones(3) / np.sqrt(3)
inverse_mass = (np.eye(3) / mass_trans + (1 / mass_long - 1 / mass_trans)
                * np.outer(valley_axis, valley_axis))
mass_z = 1 / inverse_mass[2, 2]
thermal_area = hbar**2 / (2 * mass_z * const.m_e * kB * temperature) * 1e18
dead_layer = np.sqrt(np.pi * thermal_area) / 2            # nm
box = 2000.0                                            # nm
levels = np.arange(1, 5001) * np.pi / box
partition_sum = np.sum(np.exp(-thermal_area * levels**2))
box_effective = 2 * np.sqrt(np.pi * thermal_area) * partition_sum
assert abs((box - box_effective) / 2 / dead_layer - 1) < 1e-6
dead_drop_mv = field_law * dead_layer                    # V/um * nm = mV

bjerrum = q**2 / (4 * np.pi * eps * kB * temperature) * 1e9
screen_surface = np.sqrt(eps * kB * temperature
                         / (q**2 * 2 * ni * np.cosh(us))) * 1e9
warm = temperature + 10
ni_ratio = (warm / temperature)**1.5 * np.exp(
    activation_gap_ev * q / (2 * kB) * (1 / temperature - 1 / warm))
L_warm = L * np.sqrt(warm / temperature / ni_ratio)
field_mv_cm = field_law * 0.01
assert field_mv_cm < breakdown and psi_s < gap_ev

print(f"Temperature: {temperature:.0f} K")
print(f"Relative permittivity (rough): {eps_rel:.0f}")
print(f"Intrinsic density (rough): {ni*1e-6:.1e} cm^-3")
print(f"Surface potential: {psi_s:.2f} V")
print(f"Thermal voltage kT/q: {vt*1e3:.3f} mV")
print(f"Normalized surface potential u_s: {us:.4f}")
print(f"tanh(u_s/4): {np.tanh(us/4):.5f}")
print(f"Decay length L, formula: {L:.5f} um")
print(f"Decay length L, direct solution: {L_measured:.5f} um")
print(f"Largest relative error of tanh law, 0 to 5L: {law_error:.1e}")
print("x/L | psi direct (mV) | psi law (mV) | psi linearized (mV) | tanh(u/4)")
for k in (0, 1, 2, 3, 5):
    direct = profile(k * L)[0]
    law = 4 * vt * np.arctanh(np.tanh(us / 4) * np.exp(-k))
    print(f"{k} | {direct*1e3:.4f} | {law*1e3:.4f} | "
          f"{psi_s*np.exp(-k)*1e3:.4f} | {np.tanh(direct/(4*vt)):.5f}")
print(f"Decay rate of psi at surface: {psi_rate_surface:.3f} /L")
print(f"Decay rate of psi at 5L: {psi_rate_deep:.5f} /L")
print(f"Half-potential depth: {half_law*1e3:.1f} nm")
print(f"Half-potential depth, linearized: {L*np.log(2)*1e3:.1f} nm")
print(f"Virtual-plane offset x0: {offset_law*1e3:.1f} nm")
print(f"Surface field, formula: {field_mv_cm:.6f} MV/cm")
print(f"Surface field, direct: {field_direct*0.01:.6f} MV/cm")
print(f"Semiconductor charge, formula: {charge_law*100:.6f} uC/cm2")
print(f"Semiconductor charge, direct: {charge_direct*100:.6f} uC/cm2")
for v, amplitude in zip(tail_cases, tail_values):
    print(f"Tail amplitude for u_s = {v:.3f}: {amplitude:.4f} kT/q")
print(f"Tail ceiling 4kT/q: {4*vt*1e3:.2f} mV")
print(f"Test doping: {test_doping*1e-6:.1e} cm^-3")
print(f"Doped tanh decay rate at surface: {rate_direct[0]:.4f} /L")
print(f"Doped tanh decay rate at 5L: {rate_direct[-1]:.4f} /L")
print(f"Doped tanh decay rate, deep limit: {deep_limit:.4f} /L")
print(f"Residual doping (rough): {residual_doping*1e-6:.1e} cm^-3")
print(f"Residual-doping change of decay rate: {residual_effect*100:.4f} %")
print(f"Surface electron density: {n_surface*1e-6:.3e} cm^-3")
print(f"Conduction-band density of states (rough): {dos_conduction*1e-6:.1e} cm^-3")
print(f"Fermi-Dirac density deficit at surface: {fermi_deficit*100:.4f} %")
print(f"Valley masses (rough): {mass_long:.2f}, {mass_trans:.2f} m_e")
print(f"Mass normal to (001) surface: {mass_z:.4f} m_e")
print(f"Quantum dead layer: {dead_layer:.2f} nm")
print(f"Potential drop over dead layer: {dead_drop_mv:.2f} mV")
print(f"Dead-layer drop / thermal voltage: {dead_drop_mv/(vt*1e3):.3f}")
print(f"Bjerrum length: {bjerrum:.2f} nm")
print(f"Local screening length at surface: {screen_surface:.1f} nm")
print(f"Bjerrum / local screening length: {bjerrum/screen_surface:.3f}")
print(f"Activation gap (rough): {activation_gap_ev:.2f} eV")
print(f"L at {warm:.0f} K: {L_warm:.3f} um ({(L_warm/L-1)*100:.1f} %)")
print(f"Thickness: {thickness_um:.0f} um; thickness / L: {thickness_um/L:.0f}")
print(f"Breakdown field (rough): {breakdown:.1f} MV/cm")
print(f"Surface field / breakdown field: {field_mv_cm/breakdown:.3f}")
print(f"Gap (rough): {gap_ev:.2f} eV; band bending / gap: {psi_s/gap_ev:.3f}")
print("PASS")
```

Printed output:

```
Temperature: 300 K
Relative permittivity (rough): 16
Intrinsic density (rough): 2.0e+13 cm^-3
Surface potential: 0.15 V
Thermal voltage kT/q: 25.852 mV
Normalized surface potential u_s: 5.8023
tanh(u_s/4): 0.89580
Decay length L, formula: 0.75596 um
Decay length L, direct solution: 0.75596 um
Largest relative error of tanh law, 0 to 5L: 1.5e-08
x/L | psi direct (mV) | psi law (mV) | psi linearized (mV) | tanh(u/4)
0 | 150.0000 | 150.0000 | 150.0000 | 0.89580
1 | 35.3987 | 35.3987 | 55.1819 | 0.32955
2 | 12.5985 | 12.5985 | 20.3003 | 0.12123
3 | 4.6150 | 4.6150 | 7.4681 | 0.04460
5 | 0.6242 | 0.6242 | 1.0107 | 0.00604
Decay rate of psi at surface: 3.126 /L
Decay rate of psi at 5L: 1.00002 /L
Half-potential depth: 278.0 nm
Half-potential depth, linearized: 524.0 nm
Virtual-plane offset x0: 83.2 nm
Surface field, formula: 0.006203 MV/cm
Surface field, direct: 0.006203 MV/cm
Semiconductor charge, formula: -0.008788 uC/cm2
Semiconductor charge, direct: -0.008788 uC/cm2
Tail amplitude for u_s = 1.000: 0.9797 kT/q
Tail amplitude for u_s = 5.802: 3.5832 kT/q
Tail amplitude for u_s = 20.000: 3.9996 kT/q
Tail ceiling 4kT/q: 103.41 mV
Test doping: 4.0e+13 cm^-3
Doped tanh decay rate at surface: 1.5443 /L
Doped tanh decay rate at 5L: 1.1902 /L
Doped tanh decay rate, deep limit: 1.1892 /L
Residual doping (rough): 1.0e+10 cm^-3
Residual-doping change of decay rate: 0.0121 %
Surface electron density: 6.621e+15 cm^-3
Conduction-band density of states (rough): 1.0e+19 cm^-3
Fermi-Dirac density deficit at surface: 0.0234 %
Valley masses (rough): 1.60, 0.08 m_e
Mass normal to (001) surface: 0.1171 m_e
Quantum dead layer: 3.14 nm
Potential drop over dead layer: 1.95 mV
Dead-layer drop / thermal voltage: 0.075
Bjerrum length: 3.48 nm
Local screening length at surface: 58.8 nm
Bjerrum / local screening length: 0.059
Activation gap (rough): 0.78 eV
L at 310 K: 0.588 um (-22.2 %)
Thickness: 1000 um; thickness / L: 1323
Breakdown field (rough): 0.1 MV/cm
Surface field / breakdown field: 0.062
Gap (rough): 0.66 eV; band bending / gap: 0.227
PASS
```
